# Exponential convergence of uniform k meshes for insulating band energies: a numerical check

```python
# Result under test: the N-point uniform k mesh gives the band energy of an
# insulator with an error that falls as exp(-eta*N), where eta is the half-width
# of the strip of complex theta = k*a in which the SUM of occupied bands is analytic.
# Chain model: H = [[Delta, t1+t2*exp(-i theta)], [t1+t2*exp(i theta), -Delta]].
# Its lower band is -sqrt(A+B*cos(theta)), A = Delta^2+t1^2+t2^2, B = 2*t1*t2.
# Energies in hartree per cell and spin, lengths in bohr.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import ellipe

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
t1, t2, Delta = 0.12, 0.08, 0.03
A, B = Delta**2 + t1**2 + t2**2, 2 * t1 * t2


def mesh(N, offset=0.0):
    return offset + 2 * np.pi * np.arange(N) / N


def two_level_bands(h, mass):
    """Eigenvalues of [[mass, h], [conj(h), -mass]] for an array h."""
    h = np.asarray(h, dtype=complex)
    H = np.zeros(h.shape + (2, 2), dtype=complex)
    H[..., 0, 0], H[..., 1, 1] = mass, -mass
    H[..., 0, 1], H[..., 1, 0] = h, h.conj()
    return np.linalg.eigvalsh(H)


def chain_energy(N, offset=0.0, a1=t1, a2=t2, mass=Delta):
    h = a1 + a2 * np.exp(-1j * mesh(N, offset))
    return two_level_bands(h, mass)[:, 0].mean()


def chain_matrix(theta):
    """Analytic continuation of the chain Hamiltonian to complex theta."""
    return np.array([[Delta, t1 + t2 * np.exp(-1j * theta)],
                     [t1 + t2 * np.exp(1j * theta), -Delta]])


def elliptic_mean(a, b):
    """Zone average of -sqrt(a+b*cos(theta))."""
    return -2 / np.pi * np.sqrt(a + b) * ellipe(2 * b / (a + b))


# Reference energy: elliptic integral against direct quadrature
E_ref = elliptic_mean(A, B)
E_quad = quad(lambda x: -np.sqrt(A + B * np.cos(x)), 0, np.pi,
              epsabs=1e-13, epsrel=1e-12, limit=200)[0] / np.pi
assert abs(E_ref - E_quad) < 1e-11

# Strip width, gap relation, and coalescence of eigenvalues at the branch point
eta = np.arccosh(A / B)
bands = two_level_bands(t1 + t2 * np.exp(-1j * mesh(2000)), Delta)
gap = np.min(bands[:, 1] - bands[:, 0])
assert abs(eta - 2 * np.arcsinh(gap / (4 * np.sqrt(t1 * t2)))) < 1e-10
branch_eigs = np.linalg.eigvals(chain_matrix(np.pi + 1j * eta))
assert abs(branch_eigs[0] - branch_eigs[1]) < 1e-6  # square root of rounding

# Guaranteed strip from the resolvent argument, and the contour integral in it
strip_guaranteed = np.log(1 + gap / (2 * t2))
y_test = 0.4
assert y_test < strip_guaranteed < eta
for x0 in (np.pi, 2.5, 1.0):
    center = np.linalg.eigvalsh(chain_matrix(x0))[0]
    shift = chain_matrix(x0 + 1j * y_test) - chain_matrix(x0)
    assert np.linalg.norm(shift, 2) < gap / 2
    circle = gap / 2 * np.exp(1j * mesh(400))
    riesz = np.mean([(center + c) * c * np.trace(np.linalg.inv(
        (center + c) * np.eye(2) - chain_matrix(x0 + 1j * y_test)))
        for c in circle])
    continued = -np.sqrt(A + B * np.cos(x0 + 1j * y_test))
    assert abs(riesz - continued) < 1e-10

# Aliasing identity with Fourier coefficients from quadrature


def fourier_coefficient(R):
    return quad(lambda x: -np.sqrt(A + B * np.cos(x)) * np.cos(R * x), 0, np.pi,
                epsabs=1e-13, epsrel=1e-11, limit=400)[0] / np.pi


coefs = {m: fourier_coefficient(6 * m) for m in range(1, 6)}
for offset in (0.0, 0.1, np.pi / 6):
    alias = 2 * sum(c * np.cos(6 * m * offset) for m, c in coefs.items())
    assert abs(chain_energy(6, offset) - E_ref - alias) < 1e-10

# Rigorous bound and sharp asymptotic law
M_edge = np.sqrt(A + B * np.cosh(eta))


def bound(N):
    return 2 * M_edge / np.expm1(eta * N)


def leading(N):
    return (-1)**N * np.sqrt(B * np.sinh(eta) / np.pi) * np.exp(-eta * N) / N**1.5


errors = {N: chain_energy(N) - E_ref for N in range(1, 41)}
for N in range(1, 31):
    assert abs(errors[N]) <= bound(N)
for N in (24, 25, 30):
    correction = 1 + 3 / (8 * N * np.tanh(eta))
    assert abs(errors[N] / leading(N) - correction) < 1e-3
half_step_error = chain_energy(12, np.pi / 12) - E_ref
assert abs(half_step_error / errors[12] + 1) < 0.01

# Gapless chain: algebraic convergence
t_metal = 0.1
E_metal = -4 * t_metal / np.pi
metal_errors = {N: chain_energy(N, 0.0, t_metal, t_metal, 0.0) - E_metal
                for N in range(1, 401)}
assert abs(metal_errors[100] * 100**2 / (np.pi * t_metal / 3) - 1) < 1e-3
assert abs(metal_errors[101] * 101**2 / (-np.pi * t_metal / 6) - 1) < 1e-3
target = 1e-6
N_insulator = 1 + max(N for N, e in errors.items() if abs(e) > target)
N_metal = 1 + max(N for N, e in metal_errors.items() if abs(e) > target)
assert N_insulator < 40 and N_metal < 400

# Continuous lattice V(x) = 2*V1*cos(G*x) + 2*V2*cos(2*G*x), plane waves
a_lat, V1, V2 = 6.0, 0.02, 0.15
G = 2 * np.pi / a_lat
n_pw = np.arange(-10, 11)
V_matrix = sum(V * (np.eye(21, k=s) + np.eye(21, k=-s)) for V, s in ((V1, 1), (V2, 2)))


def lattice_bands(theta):
    k = (np.mod(np.asarray(theta) + np.pi, 2 * np.pi) - np.pi) / a_lat
    kinetic = 0.5 * (k[:, None] + G * n_pw)**2
    return np.linalg.eigvalsh(kinetic[:, :, None] * np.eye(21) + V_matrix)


def lattice_energy(N, n_occ):
    return lattice_bands(mesh(N))[:, :n_occ].sum(axis=1).mean()


def discriminant(E):
    """Trace of the transfer matrix of the Schroedinger equation over one cell."""
    def rhs(x, y):
        w = 2 * (2 * V1 * np.cos(G * x) + 2 * V2 * np.cos(2 * G * x) - E)
        return [y[1], w * y[0], y[3], w * y[2]]
    end = solve_ivp(rhs, (0, a_lat), [1, 0, 0, 1], method="DOP853",
                    rtol=1e-10, atol=1e-12).y[:, -1]
    return end[0] + end[3]


edge, middle = lattice_bands([np.pi, 0.0])
gap_1, gap_2 = edge[1] - edge[0], middle[2] - middle[1]
low = minimize_scalar(discriminant, bounds=(edge[0], edge[1]), method="bounded",
                      options={"xatol": 1e-7})
high = minimize_scalar(lambda E: -discriminant(E), bounds=(middle[1], middle[2]),
                       method="bounded", options={"xatol": 1e-7})
eta_1, eta_2 = np.arccosh(-low.fun / 2), np.arccosh(-high.fun / 2)
lattice_ref = {n: lattice_energy(300, n) for n in (1, 2)}


def lattice_error(N, n_occ):
    return lattice_energy(N, n_occ) - lattice_ref[n_occ]


def mesh_rate(N, n_occ):
    """Decay rate from two meshes after removal of the factor N^(-3/2)."""
    ratio = abs(lattice_error(N, n_occ) / lattice_error(N + 1, n_occ))
    return np.log(ratio) - 1.5 * np.log((N + 1) / N)


rate_1, rate_2 = mesh_rate(50, 1), mesh_rate(20, 2)
assert abs(rate_1 - eta_1) < 0.01 and abs(rate_2 - eta_2) < 0.01
assert eta_2 > 2 * eta_1  # the shared branch point would have kept the slow rate

# Two dimensions: h = t1 + t2*exp(-i x) + t3*exp(-i y), bound added axis by axis
t3 = 0.02
E_2d = quad(lambda y: elliptic_mean(
    Delta**2 + abs(t1 + t3 * np.exp(-1j * y))**2 + t2**2,
    2 * t2 * abs(t1 + t3 * np.exp(-1j * y))), 0, np.pi,
    epsabs=1e-13, epsrel=1e-12)[0] / np.pi


def axis_strip(t_axis, t_other):
    """Smallest strip along one axis and the largest |f| on its edge."""
    w = np.abs(t1 + t_other * np.exp(-1j * np.linspace(0, np.pi, 2001)))
    a, b = Delta**2 + w**2 + t_axis**2, 2 * w * t_axis
    width = np.min(np.arccosh(a / b))
    return width, np.sqrt(np.max(a + b * np.cosh(width)))


axes = [axis_strip(t2, t3), axis_strip(t3, t2)]
errors_2d, bounds_2d = {}, {}
for N in (4, 8, 12, 16, 20, 24):
    x, y = np.meshgrid(mesh(N), mesh(N))
    h = t1 + t2 * np.exp(-1j * x) + t3 * np.exp(-1j * y)
    errors_2d[N] = two_level_bands(h, Delta)[..., 0].mean() - E_2d
    bounds_2d[N] = sum(2 * M / np.expm1(w * N) for w, M in axes)
    assert abs(errors_2d[N]) <= bounds_2d[N]

print(f"chain: t1 = {t1}, t2 = {t2}, Delta = {Delta} hartree")
print(f"A = {A:.4f}, B = {B:.4f} hartree^2, A/B = {A / B:.6f}")
print(f"direct gap = {gap:.6f} hartree = {gap * HARTREE_EV:.4f} eV")
print(f"strip half-width eta = {eta:.6f} (dimensionless, theta = k a)")
print(f"strip guaranteed by resolvent argument = {strip_guaranteed:.6f}")
print(f"error factor per added k point exp(-eta) = {np.exp(-eta):.6f}")
print(f"largest |f| on strip edge = {M_edge:.6f} hartree")
print(f"prefactor sqrt(B sinh(eta)/pi) = {np.sqrt(B * np.sinh(eta) / np.pi):.6f} hartree")
print(f"3 coth(eta)/8 = {3 / (8 * np.tanh(eta)):.6f}")
print(f"converged band energy = {E_ref:.10f} hartree = {E_ref * HARTREE_EV:.6f} eV")
print("N, mesh energy, error, leading law, bound (all hartree)")
for N in (4, 5, 8, 12, 16, 20, 24, 30):
    print(f"{N:3d} {E_ref + errors[N]:.10f} {errors[N]:+.4e} {leading(N):+.4e} {bound(N):.4e}")
print(f"N = 12, half-step offset: error = {half_step_error:+.4e} hartree")
print(f"target error = {target:.1e} hartree = {target * HARTREE_EV:.3e} eV")
print(f"mesh from which error stays below target, insulator: N = {N_insulator}")
print(f"same for gapless chain with t = {t_metal} hartree: N = {N_metal}")
print(f"gapless converged energy = {E_metal:.8f} hartree")
for N in (20, 21, 100, 101):
    print(f"gapless error, N = {N}: {metal_errors[N]:+.4e} hartree")
print(f"lattice: a = {a_lat} bohr, V1 = {V1}, V2 = {V2} hartree, {len(n_pw)} plane waves")
print(f"lattice gap 1 = {gap_1:.6f}, gap 2 = {gap_2:.6f} hartree")
print(f"D extremum in gap 1 = {low.fun:.6f}, in gap 2 = {-high.fun:.6f}")
print(f"band 1 alone: eta from D = {eta_1:.5f}, from meshes 50, 51 = {rate_1:.5f}")
print(f"bands 1+2: eta from D = {eta_2:.5f}, from meshes 20, 21 = {rate_2:.5f}")
for N in (8, 16):
    print(f"lattice errors, N = {N}: band 1 {lattice_error(N, 1):+.4e}, "
          f"bands 1+2 {lattice_error(N, 2):+.4e} hartree")
print(f"2D model: t3 = {t3} hartree, strips x {axes[0][0]:.5f}, y {axes[1][0]:.5f}")
print(f"2D converged energy = {E_2d:.10f} hartree")
for N in (8, 16, 24):
    print(f"2D {N}x{N}: error {errors_2d[N]:+.4e}, bound {bounds_2d[N]:.4e} hartree")
print("all good")
```

Running it gives:

```
chain: t1 = 0.12, t2 = 0.08, Delta = 0.03 hartree
A = 0.0217, B = 0.0192 hartree^2, A/B = 1.130208
direct gap = 0.100000 hartree = 2.7211 eV
strip half-width eta = 0.504929 (dimensionless, theta = k a)
strip guaranteed by resolvent argument = 0.485508
error factor per added k point exp(-eta) = 0.603548
largest |f| on strip edge = 0.208327 hartree
prefactor sqrt(B sinh(eta)/pi) = 0.056734 hartree
3 coth(eta)/8 = 0.804747
converged band energy = -0.1378935272 hartree = -3.752274 eV
N, mesh energy, error, leading law, bound (all hartree)
  4 -0.1367139704 +1.1796e-03 +9.4102e-04 6.3746e-02
  5 -0.1383521331 -4.5861e-04 -4.0639e-04 3.6273e-02
  8 -0.1378447346 +4.8793e-05 +4.4147e-05 7.4677e-03
 12 -0.1378901254 +3.4018e-06 +3.1887e-06 9.7574e-04
 16 -0.1378932387 +2.8849e-07 +2.7482e-07 1.2921e-04
 20 -0.1378935001 +2.7132e-08 +2.6094e-08 1.7141e-05
 24 -0.1378935245 +2.7214e-09 +2.6340e-09 2.2744e-06
 30 -0.1378935271 +9.3524e-11 +9.1100e-11 1.0993e-07
N = 12, half-step offset: error = -3.3964e-06 hartree
target error = 1.0e-06 hartree = 2.721e-05 eV
mesh from which error stays below target, insulator: N = 14
same for gapless chain with t = 0.1 hartree: N = 323
gapless converged energy = -0.12732395 hartree
gapless error, N = 20: +2.6191e-04 hartree
gapless error, N = 21: -1.1881e-04 hartree
gapless error, N = 100: +1.0472e-05 hartree
gapless error, N = 101: -5.1330e-06 hartree
lattice: a = 6.0 bohr, V1 = 0.02, V2 = 0.15 hartree, 21 plane waves
lattice gap 1 = 0.029170, gap 2 = 0.300510 hartree
D extremum in gap 1 = -2.031851, in gap 2 = 2.785332
band 1 alone: eta from D = 0.17823, from meshes 50, 51 = 0.17906
bands 1+2: eta from D = 0.85949, from meshes 20, 21 = 0.86045
lattice errors, N = 8: band 1 +3.9096e-04, bands 1+2 +6.2112e-06 hartree
lattice errors, N = 16: band 1 +2.8432e-05, bands 1+2 +2.2110e-09 hartree
2D model: t3 = 0.02 hartree, strips x 0.40043, y 1.20122
2D converged energy = -0.1389046692 hartree
2D 8x8: error +3.0972e-05, bound 1.9178e-02 hartree
2D 16x16: error -7.9901e-09, bound 7.4740e-04 hartree
2D 24x24: error -1.5232e-09, bound 3.0313e-05 hartree
all good
```
